# Mean Pore Chord of a Two-Phase Film with Exponential Correlation: a program that tests the result

```python
"""
Result under test: an isotropic two-phase film with porosity phi and density
correlation exp(-r/xi) has mean pore chord xi/(1-phi) and mean wall chord xi/phi.
A chord is an uninterrupted stretch of one phase on a straight line; the mean
counts each chord once. S/V is interface area per film volume, q the scattering
wavenumber, I(q) the scattered intensity. Simulations use xi = 1 as length unit.
The test medium is space cut by isotropic random planes, each cell being made a
pore independently with probability phi.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0

rng = np.random.default_rng(20240)


def cell_values(sides, keys):
    """One reproducible uniform number per cell, from the sides of all planes."""
    z = sides.astype(np.uint64) @ keys
    z = (z ^ (z >> np.uint64(30))) * np.uint64(0xBF58476D1CE4E5B9)
    z = (z ^ (z >> np.uint64(27))) * np.uint64(0x94D049BB133111EB)
    z = z ^ (z >> np.uint64(31))
    return (z >> np.uint64(11)).astype(float) * 2.0**-53


def unit_vectors(count):
    v = rng.normal(size=(count, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


# ---------- example inputs ----------
phi = 0.30            # porosity
q_quarter = 1.0       # 1/nm, where I(q) = I(0)/4
thickness = 100.0     # nm
sigma = 0.2           # nm, Gaussian smearing of the interface
background = 0.02     # flat background as a fraction of I(0)
shrink = 0.10         # shrinkage along the film normal
phi_error = 0.03

# ---------- counting lemma on a line with non-exponential chords ----------
pairs = 20000
pore_len = rng.uniform(0, 2, pairs)
wall_len = rng.gamma(2.0, 0.6, pairs)
line_edges = np.cumsum(np.column_stack([pore_len, wall_len]).ravel())
total = line_edges[-1]
shift = 0.05
x = (np.arange(4000000) + 0.5) * (total - shift) / 4000000
in_pore = np.searchsorted(line_edges, x) % 2 == 0
then_wall = np.searchsorted(line_edges, x + shift) % 2 == 1
lemma_ratio = np.mean(in_pore & then_wall) / (pairs / total * shift)
lemma_low = 1 - np.mean(pore_len <= shift) - np.mean(wall_len <= shift)
# slack 0.003 covers the finite sampling grid
assert lemma_low - 0.003 < lemma_ratio < 1.003

# ---------- three-dimensional random-plane medium ----------
radius = 10.0
runs = 8000
porosities = np.array([0.15, phi, 0.60])
distances = np.array([0.3, 1.0, 2.0])
pore_length = np.zeros(3)
pore_ends = np.zeros(3)
wall_ends = np.zeros(3)
pore_pieces = np.zeros(3)
corr_sum = np.zeros(3)
area_sum = 0.0
point_chords = []
starts_per_run = 30
for _ in range(runs):
    count = rng.poisson(4 * radius)
    normals = unit_vectors(count)
    offsets = rng.uniform(-radius, radius, count)
    keys = rng.integers(0, 2**64, size=count, dtype=np.uint64)

    # chords on one diameter of the ball
    slope = normals @ unit_vectors(1)[0]
    hits = offsets / slope
    hits = np.sort(hits[np.abs(hits) < radius])
    edges = np.concatenate([[-radius], hits, [radius]])
    mids = 0.5 * (edges[1:] + edges[:-1])
    values = cell_values(mids[:, None] * slope > offsets, keys)
    lengths = np.diff(edges)
    for k, p in enumerate(porosities):
        pore = values < p
        ends = np.count_nonzero(pore[:-1] & ~pore[1:])
        pore_length[k] += lengths[pore].sum()
        pore_ends[k] += ends
        wall_ends[k] += np.count_nonzero(~pore[:-1] & pore[1:])
        pore_pieces[k] += ends + pore[-1]
    pore = values < phi
    left = right = np.searchsorted(edges, 0.0) - 1
    if pore[left]:
        while left > 0 and pore[left - 1]:
            left -= 1
        while right < len(pore) - 1 and pore[right + 1]:
            right += 1
        point_chords.append(edges[right + 1] - edges[left])

    # two-point correlation
    start = rng.uniform(-radius / 3, radius / 3, (starts_per_run, 3))
    step = unit_vectors(starts_per_run)
    points = np.concatenate([start] + [start + r * step for r in distances])
    c = cell_values(points @ normals.T > offsets, keys) < phi
    c = c.reshape(4, starts_per_run) - phi
    corr_sum += (c[0] * c[1:]).mean(axis=1)

    # interface area: one random point on each plane's disc, both sides compared
    w = rng.normal(size=(count, 3))
    w -= np.sum(w * normals, axis=1)[:, None] * normals
    w /= np.linalg.norm(w, axis=1)[:, None]
    disc2 = radius**2 - offsets**2
    spot = offsets[:, None] * normals
    spot += np.sqrt(disc2 * rng.uniform(size=count))[:, None] * w
    sides = spot @ normals.T > offsets
    np.fill_diagonal(sides, False)
    below = cell_values(sides, keys) < phi
    np.fill_diagonal(sides, True)
    above = cell_values(sides, keys) < phi
    area_sum += np.pi * disc2[below != above].sum()

sim_corr = corr_sum / runs / (phi * (1 - phi))
sim_pore = pore_length / pore_ends
sim_wall = (2 * radius * runs - pore_length) / wall_ends
sim_piece = pore_length[1] / pore_pieces[1]
sim_area = area_sum / runs / (4 / 3 * np.pi * radius**3)
sim_point = np.mean(point_chords)
cut_formula = (1 / (1 - phi)) / (1 + 1 / (1 - phi) / (2 * radius))
# tolerances are several standard errors of the random sampling
assert np.all(np.abs(sim_corr - np.exp(-distances)) < 0.03)
assert np.all(np.abs(sim_pore * (1 - porosities) - 1) < 0.04)
assert np.all(np.abs(sim_wall * porosities - 1) < 0.04)
assert abs(sim_area / (4 * phi * (1 - phi)) - 1) < 0.03
assert abs(sim_piece / cut_formula - 1) < 0.03
assert abs(sim_point * (1 - phi) / 2 - 1) < 0.07


# ---------- scattering law from the correlation function ----------
def transform(func, q, upper):
    return quad(lambda r: 4 * np.pi * r**2 * func(r) * np.sinc(q * r / np.pi),
                0, upper, limit=400)[0]


zero_angle = transform(lambda r: np.exp(-r), 0.0, 60)
assert abs(zero_angle / (8 * np.pi) - 1) < 1e-7
for q in (0.5, 1.0, 2.5):
    ratio = transform(lambda r: np.exp(-r), q, 60) / zero_angle
    assert abs(ratio * (1 + q * q)**2 - 1) < 1e-6
quarter_ratio = transform(lambda r: np.exp(-r), 1.0, 60) / zero_angle

# ---------- example results ----------
xi = 1 / q_quarter
pore_chord = xi / (1 - phi)
wall_chord = xi / phi
surface = 4 * phi * (1 - phi) / xi
sphere_diameter = 1.5 * pore_chord
chords_per_length = phi * (1 - phi) / xi

# ---------- neglected effects ----------
cut_chord = pore_chord / (1 + pore_chord / thickness)

kernel_norm = (2 * np.pi * sigma**2)**-1.5
damping = transform(lambda r: kernel_norm * np.exp(-r**2 / (2 * sigma**2)),
                    q_quarter, 12 * sigma)**2
xi_smeared = brentq(lambda s: damping / (1 + (q_quarter * s)**2)**2 - 0.25,
                    0.1 * xi, 3 * xi)
closed = np.sqrt(2 * np.exp(-(q_quarter * sigma)**2 / 2) - 1) / q_quarter
assert abs(xi_smeared / closed - 1) < 1e-6

xi_background = brentq(lambda s: (1 - background) / (1 + (q_quarter * s)**2)**2
                       + background - 0.25, 0.1 * xi, 3 * xi)

flat = 1 - shrink
crossing_factor = quad(lambda m: np.sqrt(1 - m * m + (m / flat)**2), 0, 1)[0]
ecc = np.sqrt(1 - flat**2)
spheroid_area = 2 * np.pi * (1 + flat**2 / ecc * np.arctanh(ecc))
spheroid_ratio = spheroid_area / (4 / 3 * np.pi * flat) / 3
assert abs(crossing_factor / spheroid_ratio - 1) < 1e-8
normal_chord = flat * pore_chord
average_chord = pore_chord / crossing_factor

# in-plane scattering of the shrunken medium keeps its quarter point at 1/xi
nodes, weights = np.polynomial.legendre.leggauss(240)
nodes, weights = 20 * (nodes + 1), 20 * weights
rho, height = np.meshgrid(nodes, nodes, indexing="ij")
weight = np.outer(weights * nodes, weights)
correlation = np.exp(-np.sqrt(rho**2 + (height / flat)**2))
in_plane_ratio = (np.sum(weight * correlation * j0(rho))
                  / np.sum(weight * correlation))
assert abs(in_plane_ratio - 0.25) < 1e-3

chord_low = xi / (1 - (phi - phi_error))
chord_high = xi / (1 - (phi + phi_error))


def percent(value, reference):
    return 100 * (value / reference - 1)


print("EXAMPLE INPUTS")
print(f"porosity phi = {phi:.2f}")
print(f"quarter-intensity wavenumber = {q_quarter:.2f} nm^-1")
print(f"film thickness = {thickness:.0f} nm")
print("EXAMPLE RESULTS")
print(f"correlation length xi = {xi:.3f} nm")
print(f"pore chords per line length n = {chords_per_length:.3f} nm^-1")
print(f"mean pore chord = {pore_chord:.3f} nm")
print(f"mean wall chord = {wall_chord:.3f} nm")
print(f"S/V = {surface:.3f} nm^-1 = {surface * 1000:.0f} m^2/cm^3")
print(f"equivalent sphere diameter = {sphere_diameter:.3f} nm")
print("COUNTING LEMMA, NON-EXPONENTIAL CHORDS (dimensionless)")
print(f"shift r = {shift:.2f}, mean pore chord = {pore_len.mean():.3f}, "
      f"mean wall chord = {wall_len.mean():.3f}")
print(f"P(r)/(n r) = {lemma_ratio:.4f}, lower bound = {lemma_low:.4f}, "
      "upper bound = 1")
print("RANDOM-PLANE SIMULATION (lengths in units of xi)")
print(f"realisations = {runs}, line length = {2 * radius:.0f}")
for r, g in zip(distances, sim_corr):
    print(f"r = {r:.1f}: correlation = {g:.3f}, exp(-r) = {np.exp(-r):.3f}")
for p, a, b in zip(porosities, sim_pore, sim_wall):
    print(f"phi = {p:.2f}: pore chord = {a:.3f} (formula {1 / (1 - p):.3f}), "
          f"wall chord = {b:.3f} (formula {1 / p:.3f})")
print(f"S/V at phi = {phi:.2f}: {sim_area:.3f} "
      f"(formula {4 * phi * (1 - phi):.3f})")
print(f"mean piece on cut line: {sim_piece:.3f} (formula {cut_formula:.3f})")
print(f"chord through random pore point: {sim_point:.3f} "
      f"(formula {2 / (1 - phi):.3f})")
print(f"I(1/xi)/I(0) by quadrature = {quarter_ratio:.6f}")
print("NEGLECTED EFFECTS IN THE EXAMPLE")
print(f"film faces: mean normal piece = {cut_chord:.3f} nm "
      f"({percent(cut_chord, pore_chord):+.1f} %)")
print(f"interface smearing sigma = {sigma:.2f} nm: xi = {xi_smeared:.3f} nm, "
      f"pore chord = {xi_smeared / (1 - phi):.3f} nm "
      f"({percent(xi_smeared, xi):+.1f} %)")
print(f"background {100 * background:.0f} % of I(0): xi = "
      f"{xi_background:.3f} nm, pore chord = "
      f"{xi_background / (1 - phi):.3f} nm ({percent(xi_background, xi):+.1f} %)")
print(f"normal shrinkage = {100 * shrink:.0f} %: in-plane chord = "
      f"{pore_chord:.3f} nm, normal chord = {normal_chord:.3f} nm")
print(f"direction-averaged chord after shrinkage = {average_chord:.3f} nm "
      f"({percent(average_chord, pore_chord):+.1f} %)")
print(f"in-plane I(1/xi)/I(0) after shrinkage = {in_plane_ratio:.4f}")
print(f"phi = {phi - phi_error:.2f}: pore chord = {chord_low:.3f} nm "
      f"({percent(chord_low, pore_chord):+.1f} %)")
print(f"phi = {phi + phi_error:.2f}: pore chord = {chord_high:.3f} nm "
      f"({percent(chord_high, pore_chord):+.1f} %)")
print("ALL CHECKS PASSED")
```

It prints:

```
EXAMPLE INPUTS
porosity phi = 0.30
quarter-intensity wavenumber = 1.00 nm^-1
film thickness = 100 nm
EXAMPLE RESULTS
correlation length xi = 1.000 nm
pore chords per line length n = 0.210 nm^-1
mean pore chord = 1.429 nm
mean wall chord = 3.333 nm
S/V = 0.840 nm^-1 = 840 m^2/cm^3
equivalent sphere diameter = 2.143 nm
COUNTING LEMMA, NON-EXPONENTIAL CHORDS (dimensionless)
shift r = 0.05, mean pore chord = 1.007, mean wall chord = 1.212
P(r)/(n r) = 0.9855, lower bound = 0.9724, upper bound = 1
RANDOM-PLANE SIMULATION (lengths in units of xi)
realisations = 8000, line length = 20
r = 0.3: correlation = 0.744, exp(-r) = 0.741
r = 1.0: correlation = 0.368, exp(-r) = 0.368
r = 2.0: correlation = 0.134, exp(-r) = 0.135
phi = 0.15: pore chord = 1.176 (formula 1.176), wall chord = 6.574 (formula 6.667)
phi = 0.30: pore chord = 1.424 (formula 1.429), wall chord = 3.292 (formula 3.333)
phi = 0.60: pore chord = 2.516 (formula 2.500), wall chord = 1.660 (formula 1.667)
S/V at phi = 0.30: 0.841 (formula 0.840)
mean piece on cut line: 1.329 (formula 1.333)
chord through random pore point: 2.831 (formula 2.857)
I(1/xi)/I(0) by quadrature = 0.250000
NEGLECTED EFFECTS IN THE EXAMPLE
film faces: mean normal piece = 1.408 nm (-1.4 %)
interface smearing sigma = 0.20 nm: xi = 0.980 nm, pore chord = 1.400 nm (-2.0 %)
background 2 % of I(0): xi = 1.032 nm, pore chord = 1.474 nm (+3.2 %)
normal shrinkage = 10 %: in-plane chord = 1.429 nm, normal chord = 1.286 nm
direction-averaged chord after shrinkage = 1.377 nm (-3.6 %)
in-plane I(1/xi)/I(0) after shrinkage = 0.2500
phi = 0.27: pore chord = 1.370 nm (-4.1 %)
phi = 0.33: pore chord = 1.493 nm (+4.5 %)
ALL CHECKS PASSED
```
